# Rashba-coupled graphene under a metal contact: four bands and a gapless touching, part 2

A metal contact gives graphene a Rashba coupling. The question here is how the nearest-neighbour lattice and other contact terms change the band touching found in a model linear in momentum.

Pauli matrices $\sigma$ act on the sublattices A and B, and $s$ on spin, with $s_\pm=(s_x\pm is_y)/2$. The valleys $\tau=\pm1$ have mirror-image spectra; the lattice calculation takes $\tau=+1$. The wavevector $\mathbf k$ is measured from the zone corner $\mathbf K$, with $k=|\mathbf k|$. The Dirac velocity is $v$, $\varepsilon=\hbar vk$, and $\lambda>0$ is the Rashba energy.

The Hamiltonian $H$ connects only A with B, through the block $h$ that carries B into A. Its energies $E$ are plus and minus the singular values $s_1\ge s_2$ of $h$, so $s_1s_2=|\det h|$. The orthonormal vectors $a_j$ on A and $b_j$ on B obey $hb_j=s_ja_j$ and $h^\dagger a_j=s_jb_j$. The outer bands are $\pm s_1$, the inner bands $\pm s_2$.

In the linear model $h=u+i\lambda s_-$, with $u=\hbar v(k_x-ik_y)$, and

$$s_1-s_2=\lambda,\qquad s_1+s_2=\sqrt{\lambda^2+4\varepsilon^2},\qquad\det h=u^2.$$

At the corner $A\uparrow$ and $B\downarrow$ have zero energy; $A\downarrow$ and $B\uparrow$ form the pair at $\pm\lambda$. For $E\ll\lambda$ the inner bands are $\pm\varepsilon^2/\lambda$, with mass $m=\lambda/(2v^2)$ and a finite density of states at the touching, $\lambda/[2\pi(\hbar v)^2]$.

On the lattice, with bond length $a$, unit bond vectors $\mathbf d_j$, ordinary hopping $t$ and Rashba hopping $t_R$,

$$h=\sum_je^{ia(\mathbf K+\mathbf k)\cdot\mathbf d_j}\left[-t+it_R(s_xd_{jy}-s_yd_{jx})\right].$$

The phases $\phi_j=e^{ia\mathbf K\cdot\mathbf d_j}$ give

$$\sum_j\phi_j=0,\qquad\sum_j\phi_jd_{jx}=\tfrac{\sqrt3}{2}(i\sqrt3)=\tfrac{3i}{2},\qquad\sum_j\phi_jd_{jy}=1+\tfrac12=\tfrac32,$$

$$\sum_j\phi_jd_{jx}^2=-\tfrac34,\qquad\sum_j\phi_jd_{jy}^2=1-\tfrac14=\tfrac34,\qquad\sum_j\phi_jd_{jx}d_{jy}=-\tfrac{\sqrt3}{4}(i\sqrt3)=-\tfrac{3i}{4}.$$

The example has $v=10^6$ m/s, $\hbar v=0.658$ eV nm, $\lambda=100$ meV, a Fermi level 0.12 eV from the touching, and an inner Fermi wavevector of 0.247 nm$^{-1}$.

### Recovering the linear model

Expand $e^{ia\mathbf k\cdot\mathbf d_j}=1+ia\,\mathbf k\cdot\mathbf d_j-\dots$ in the ordinary hopping. The constant term vanishes because $\sum_j\phi_j=0$. The linear term is

$$-t\,ia\left(\tfrac{3i}{2}k_x+\tfrac32k_y\right)=\tfrac{3ta}{2}(k_x-ik_y).$$

Comparison with $u$ gives $\hbar v=3ta/2$. The constant part of the Rashba hopping is

$$it_R\left(\tfrac32s_x-\tfrac{3i}{2}s_y\right)=3it_Rs_-,$$

so $\lambda=3t_R$. With $a=0.142$ nm, the example corresponds to $t=2(0.658)/(3\times0.142)=3.09$ eV and $t_R=33.3$ meV.

At $\mathbf k=0$ this is the whole block: $h=i\lambda s_-$, with no further correction from the nearest-neighbour lattice. This matrix has one zero singular value, so the two zero-energy states at the corner survive on the lattice. The absence of a gap is therefore not a product of the linear approximation. The shape of the bands around the corner is another matter.

### The next Rashba term

The part of the Rashba hopping linear in $\mathbf k$ is

$$it_R\,ia\sum_j\phi_j(\mathbf k\cdot\mathbf d_j)(s_xd_{jy}-s_yd_{jx}).$$

With $k_\pm=k_x\pm ik_y$, the two sums in it are

$$\sum_j\phi_j(\mathbf k\cdot\mathbf d_j)d_{jy}=-\tfrac{3i}{4}k_x+\tfrac34k_y=-\tfrac{3i}{4}k_+,$$

$$\sum_j\phi_j(\mathbf k\cdot\mathbf d_j)d_{jx}=-\tfrac34k_x-\tfrac{3i}{4}k_y=-\tfrac34k_+.$$

The term becomes

$$-t_Ra\,k_+\left(-\tfrac{3i}{4}s_x+\tfrac34s_y\right)=\tfrac{3i}{4}t_Ra\,k_+(s_x+is_y)=\frac{i\lambda a}{2}k_+s_+.$$

The last step uses $s_x+is_y=2s_+$ and $t_R=\lambda/3$. This is the process from $B\downarrow$ to $A\uparrow$ that was missing before. It couples the two zero states directly, at first order in $k$. Close enough to the corner, a linear term must exceed a quadratic one.

### Four cones in place of one parabola

To this order the block and its determinant are

$$h=\begin{pmatrix}u&\frac{i\lambda a}{2}k_+\\i\lambda&u\end{pmatrix},\qquad\det h=u^2-(i\lambda)\left(\frac{i\lambda a}{2}k_+\right)=(\hbar v)^2k_-^2+\frac{\lambda^2a}{2}k_+.$$

A zero-energy state exists where $\det h=0$. One solution is $k=0$. For the others write $k_\pm=ke^{\pm i\theta}$. Equal moduli of the two terms require

$$k_s=\frac{\lambda^2a}{2(\hbar v)^2}.$$

Opposite phases require $e^{-2i\theta}=-e^{i\theta}$, or $e^{3i\theta}=-1$. The directions are $\theta=\pi$ and $\theta=\pm\pi/3$. Three satellite touchings surround the one at the corner.

The energies near these points follow from $s_1s_2=|\det h|$. Since $s_1\approx\lambda$ in this region,

$$s_2\approx\frac{|\det h|}{\lambda}.$$

At the corner this gives $s_2\approx\lambda ak/2$, a linear cone. Near a satellite at $\mathbf k_0$ let $\mathbf k=\mathbf k_0+\mathbf p$. To first order

$$\delta(\det h)=2(\hbar v)^2k_{0-}p_-+\frac{\lambda^2a}{2}p_+.$$

The first coefficient has modulus $2(\hbar v)^2k_s=\lambda^2a$, twice that of the second. The sum therefore cannot vanish for $\mathbf p\neq0$. Its modulus lies between $\lambda^2ap/2$ and $3\lambda^2ap/2$, depending on direction, so each satellite is a linear, anisotropic cone.

Along the line from the corner to the satellite at $\theta=\pi$, $k_-^2=k^2$ and $k_+=-k$. The inner energy is

$$s_2\approx\frac{\lambda a}{2}k-\frac{(\hbar v)^2}{\lambda}k^2.$$

It vanishes at $0$ and $k_s$ and has its maximum halfway between them, where it equals

$$E_s=\frac{\lambda ak_s}{8}=\frac{\lambda^3a^2}{16(\hbar v)^2}.$$

For the example, $k_s=0.0100\times0.142/(2\times0.433)=1.64\times10^{-3}$ nm$^{-1}$ and $E_s=2.9$ μeV. The complete lattice block, without expansion in $k$, gives $1.6385\times10^{-3}$ nm$^{-1}$ against $1.6388\times10^{-3}$ from the formula, and 2.908 μeV against 2.909. The neglected terms are small because they carry factors such as $ak_s$ and $(\lambda a/\hbar v)^2$, the second of which is about $5\times10^{-4}$.

The quadratic touching is thus an intermediate regime of the lattice model. Its upper limit is set by $E\ll\lambda$. Its lower limit is gradual, because the linear term falls relative to the quadratic one only as $k_s/k$. In the example the inner band departs from the parabola by up to about a third at 0.1 meV and by about 10% at 1 meV, depending on direction. Since 300 K corresponds to 25.85 meV, the energy $E_s$ corresponds to about 0.03 K. The separate cones are therefore too fine to resolve at ordinary temperatures, although the threefold distortion they leave on the parabola remains noticeable up to about 1 meV. Well below $E_s$ the density of states falls linearly to zero, as it must for linear cones; the finite value found in the linear model belongs to the parabolic regime above.

### Why the zeros persist

The phase of $\det h$ offers a check that does not depend on the detailed band shape. Follow it once anticlockwise around a closed loop and count its full turns. In the linear model $\det h\propto k_-^2$, whose phase is $-2\theta$; the count is $-2$. On the lattice, near the corner, $\det h\propto k_+$ and the count is $+1$. Near a satellite the larger term is the one in $p_-$, which gives $-1$. The total is $1-3=-2$, equal to the count for the quadratic touching.

Numerically, circles of radius $0.2k_s$ gave $+1$ at the corner and $-1$ at each satellite, and a circle of radius $10k_s$ around all four gave $-2$.

The count also shows which perturbations are harmless. Suppose a weak addition to $H$ still connects only A with B, and $\det h$ stays nonzero on the large circle. The count there is an integer that varies continuously, so it remains $-2$. If $\det h$ had no zero inside, the circle could be shrunk to a point without a change of count, and at a point the count is zero. This is a contradiction, so at least one zero-energy touching remains inside. Such an addition may move touchings but cannot remove them all.

### Lattice warping at the Fermi wavevector

Far outside the satellites the lattice correction is a small threefold distortion. The ordinary hopping contributes at second order in $k$:

$$\frac{ta^2}{2}\sum_j\phi_j(\mathbf k\cdot\mathbf d_j)^2=\frac{ta^2}{2}\left(-\tfrac34k_x^2+\tfrac34k_y^2-\tfrac{3i}{2}k_xk_y\right)=-\frac{\hbar va}{4}k_+^2.$$

This is added to both diagonal entries of $h$. Let $D=|\det h|$ and $T=\mathrm{Tr}\,h^\dagger h$, so that

$$s_2=\tfrac12\left(\sqrt{T+2D}-\sqrt{T-2D}\right).$$

In the linear model the two roots are $S=\sqrt{\lambda^2+4\varepsilon^2}$ and $\lambda$. The two lattice terms change $\det h$ by $-\tfrac12\hbar va\,uk_+^2+\tfrac12\lambda^2ak_+$. The change of modulus is the part of this in phase with $u^2$, and the trace changes through the diagonal entries alone:

$$\delta D=\frac{ak}{2}(\lambda^2-\varepsilon^2)\cos3\theta,\qquad\delta T=-ak\,\varepsilon^2\cos3\theta.$$

Differentiating the roots gives

$$\delta s_2=\frac{\delta T+2\delta D}{4S}-\frac{\delta T-2\delta D}{4\lambda}=\frac{ak}{4}\left[\frac{\lambda^2-2\varepsilon^2}{S}+\lambda\right]\cos3\theta.$$

At the inner Fermi wavevector, $ak=0.0351$, $\varepsilon^2=0.0264$ eV$^2$ and $S=0.340$ eV. The bracket is $-0.126+0.100=-0.026$ eV, so the amplitude is 0.23 meV. The largest shift found from the full lattice, over all directions at this wavevector, is also 0.23 meV. The smallness is partly accidental. The ordinary hopping alone would give an amplitude of $ak\varepsilon^2/(2S)=1.4$ meV, and the Rashba term opposes it with 1.1 meV.

### Contact terms that open a gap, and some that do not

The metal may do more than break the symmetry between the two faces. If A and B atoms sit at different places above it, their potentials differ. Add $\Delta\sigma_z$, which is $+\Delta$ on A and $-\Delta$ on B. In the pair $a_j,b_j$ belonging to one singular value, the Hamiltonian is

$$\begin{pmatrix}\Delta&s_j\\s_j&-\Delta\end{pmatrix},\qquad E=\pm\sqrt{\Delta^2+s_j^2}.$$

The smallest positive energy is $|\Delta|$, reached where $s_2=0$. The gap is $2|\Delta|$, whatever the Rashba coupling. This term connects a sublattice with itself, so the protection by the phase count does not apply. An assumed $\Delta=10$ meV gives a gap of 20 meV.

A metal magnetized perpendicular to the sheet may add an exchange term $Ms_z$. At the corner the zero states $A\uparrow$ and $B\downarrow$ have opposite spins and are uncoupled from the other pair. They move to $+M$ and $-M$, so the touching splits by $2|M|$. For an assumed $M=5$ meV the splitting is 10 meV. In the linear model a scan along $k_x$ up to 0.4 nm$^{-1}$ found a gap of 9.95 meV between the highest lower level and the lowest upper level, slightly less than the corner value; on the full lattice the threefold distortion lowers it to about 9.93 meV. The direction of the magnetization matters: with an in-plane exchange term of the same size, $Ms_x$ or $Ms_y$, the middle two bands still touch, at points displaced from the corner.

The intrinsic spin-orbit term $\lambda_I\tau\sigma_zs_z$ acts differently. At $\tau=+1$ both zero states have $\sigma_zs_z=+1$, so both move to $\lambda_I$ and remain degenerate. The other pair has $\sigma_zs_z=-1$ and moves to $-\lambda_I\pm\lambda$. The degenerate states remain the middle two of the four if one member of the other pair lies above them and one below. For positive $\lambda_I$ the first requirement is $-\lambda_I+\lambda>\lambda_I$; for negative $\lambda_I$ the second gives the same condition with the sign reversed. Together,

$$\lambda>2|\lambda_I|.$$

An assumed $\lambda_I=1$ meV moves the touching to 1 meV and opens no gap. At $\lambda_I=0.4\lambda$ diagonalization still finds the middle pair degenerate at the corner, and at $0.6\lambda$ it does not.

### The model beside a real contact

The example is set in the rough regime of graphene on nickel with a layer of gold between them. Spin splittings of roughly 10 to 100 meV have been associated with this system, depending on its preparation, so $\lambda=100$ meV is at the strong end. In such a system $\lambda$ is an effective parameter that summarizes the mixing of graphene states with those of the metal, and the contact need not be uniform. The values of $k_s$, $E_s$ and the warping found above belong to the assumed nearest-neighbour form of the Rashba hopping; a real contact need not tie the term linear in $k$ to $\lambda$ in the same way. With $v$ fixed, a coupling of 10 meV would reduce the mass and the density of states of the parabolic regime tenfold. A contact may also make the sublattices inequivalent or be magnetized perpendicular to the sheet. Taken separately, the illustrative terms above then replace the touching by gaps of about 20 and 10 meV. These are comparable with the 10 meV at which the parabola lies 10% above the band of the linear model; on the lattice the excess there is between about 6% and 14%, depending on direction.

Sharpness is a further limit. An assumed lifetime of 20 fs against escape into the metal broadens the levels by $\hbar/(20\text{ fs})=33$ meV, and the thermal energy at 300 K is 26 meV. Both are smaller than the splitting $\lambda$ but larger than the 10 meV parabolic range. A momentum-resolved spectrum limited by this lifetime alone could show the separation of the bands while the form of the touching is blurred. A measurement that also averages over the thermal spread of the Fermi function, whose width is about 3.5 times the thermal energy, or 90 meV, would nearly lose the separation as well: two equally strong Lorentzian peaks 100 meV apart, each with a full width at half maximum of 33 meV, would keep a dip of only about 5% between them, and peaks twice as broad would keep practically none. With the Fermi level at 0.12 eV, carriers at the Fermi level lie outside the parabolic range in any case. If a metal binds so strongly that its own states mix heavily with those of graphene, the four-band description itself fails.

## Computed values

```
Velocity: 1.00e+06 m/s
hbar*velocity: 0.6582 eV nm
Rashba energy lambda: 100.0 meV
Bond length: 0.142 nm
Hopping t implied by velocity: 3.090 eV
Rashba hopping t_R: 33.33 meV
Bands from diagonalization, k in 1/nm, energies in meV:
  k=0.00:  -100.000     0.000     0.000   100.000
  k=0.02:  -101.704    -1.704     1.704   101.704
  k=0.05:  -109.859    -9.859     9.859   109.859
  k=0.10:  -132.659   -32.659    32.659   132.659
  k=0.20:  -190.818   -90.818    90.818   190.818
Exponent of inner band at small k: 2.00000
Curvature (hbar v)^2/lambda: 4.332 eV nm^2
Mass at touching: 0.00879 electron masses
Energy where parabola is 10% too high: 10.0 meV
Density of states at touching: 3.674e+12 /(eV cm^2)
Density when outer band starts: 7.347e+11 /cm^2
Fermi level from touching: 120.0 meV
Carrier density there: 1.058e+12 /cm^2
Same, counted on mesh: 1.058e+12 /cm^2
Fermi wavevector, inner-energy band: 0.2469 1/nm
Fermi wavevector, outer-energy band: 0.0744 1/nm
Satellite distance, lattice: 1.6385e-03 1/nm
Satellite distance, formula: 1.6388e-03 1/nm
Peak energy corner to satellite, lattice: 2.908 micro-eV
Peak energy, formula: 2.909 micro-eV
Winding at corner: 1
Winding at each satellite: [-1, -1, -1]
Winding around all four: -2
Largest lattice shift at Fermi wavevector: 0.23 meV
Thermal energy at 300 K: 25.85 meV
Assumed lifetime: 20 fs
Level broadening hbar/lifetime: 32.9 meV
Assumed sublattice term: 10.0 meV
Gap from sublattice term: 20.00 meV
Assumed exchange term: 5.0 meV
Exchange splitting at corner: 10.00 meV
Smallest exchange gap in scan: 9.95 meV
Assumed intrinsic term: 1.0 meV
Touching energy with intrinsic term: 1.00 meV
```
